\section*{Delta back-donation in bis(benzene)chromium: symmetry, overlaps and a two-level law}

\section{What the net charge conceals}

Suppose the bonding of bis(benzene)chromium is judged from the charge on the metal. In the calculation of Section 6 that charge is $+0.49\,e$, which suggests that half an electron has moved. In the same population analysis, however, about $1.6$ electrons leave one pair of $d$ orbitals for the rings, and about one electron enters another pair. Suppose instead that all six metal electrons are taken as back-donors into the ring $\pi^*$ orbitals. Then the highest occupied orbital, which holds two of them, is given a role that symmetry forbids. Both errors disappear when the flow of charge is resolved by angular momentum about the molecular axis.

\section{Assumptions and statement}

The $z$ axis is the sixfold axis, with chromium at the origin. Two planar benzene rings lie at $z=\pm h$ with carbon atoms at radius $\rho$ and azimuths $\varphi_j=j\pi/3$, $j=0,\dots,5$. The rings are eclipsed, so the point group is $D_{6h}$.

\begin{itemize}
\item[(A1)] The electrons are described by a closed-shell mean field whose one-electron operator $F$ has the full symmetry of the molecule.
\item[(A2)] The ring $\pi$ space consists of twelve carbon $p_z$ functions, all pointing along $+z$; the metal contributes five $3d$ functions. For energies and populations these functions are orthonormalized in a way that keeps their symmetry.
\item[(A3)] Charge flow is counted from neutral benzenes and a metal $d^6$ reference with four electrons in $d_{xy},d_{x^2-y^2}$ and two in $d_{z^2}$. This is a bookkeeping reference, not the ground state of the free atom.
\item[(A4)] For part (iii), the coupling of these functions to the ring $\sigma$ frame is dropped.
\end{itemize}

``Delta'' means $|m|=2$ about the molecular axis. It does not refer to a single Cr--C line.

\paragraph{Theorem.}
(i) Each $d$ function couples to one real two-ring $\pi$ combination: the gerade one with the same $|m|$ and the same cosine or sine form.
(ii) Among the empty ring $\pi^*$ orbitals, only the gerade $|m|=2$ pair ($e_{2g}$) has a $d$ partner. Back-donation into ring $\pi^*$ therefore comes from the four $e_{2g}$ electrons; the $a_{1g}$ pair, mainly $d_{z^2}$, takes no part in it.
(iii) Let $\Delta=E_{\rm ring}-E_d$ be the separation of the two $e_{2g}$ partners and $H$ their coupling. The number of electrons transferred is
\begin{equation}
N_\delta=4w,\qquad w=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4H^2}}\right).
\label{law}
\end{equation}

\section{Ring orbitals and selection rules}

\paragraph{Lemma 1 (one ring).}
Let $a_k$ be the matrix element of $F$ between $k$-th neighbours in one ring. The ring orbitals and levels are
\begin{align}
|m\rangle&=\frac1{\sqrt6}\sum_j e^{im\varphi_j}|p_j\rangle,\qquad m=0,\pm1,\pm2,3,\\
e_m&=a_0+2a_1\cos\frac{\pi m}{3}+2a_2\cos\frac{2\pi m}{3}+a_3\cos\pi m .
\label{ring}
\end{align}

\emph{Proof.} Sixfold rotation makes the ring block of $F$ depend on the index difference alone. Acting on $|m\rangle$, it multiplies each coefficient by $\sum_{r=0}^{5}a_re^{im\pi r/3}$. Since $a_5=a_1$ and $a_4=a_2$, the terms $r=1,5$ and $r=2,4$ combine into cosines, and $r=3$ gives $a_3e^{i\pi m}=a_3\cos\pi m$. $\square$

With nearest neighbours alone and $a_1<0$, the levels are $a_0-2|a_1|$, $a_0-|a_1|$ (twice), $a_0+|a_1|$ (twice) and $a_0+2|a_1|$. Six electrons fill $m=0,\pm1$; the orbitals $m=\pm2,3$ are empty.

\paragraph{Lemma 2 (two rings).}
Let $c_j=\cos m\varphi_j$ or $\sin m\varphi_j$. The combination $\sum_jc_j(p_j^{+}+\eta\,p_j^{-})$ of upper and lower ring is gerade if $\eta=-(-1)^m$ and ungerade for the opposite sign.

\emph{Proof.} Inversion carries $p_j^{\pm}$ into $-p_{j+3}^{\mp}$: the position is inverted, and $p_z$ changes sign. Because $c_{j-3}=(-1)^mc_j$, the inverted combination is
\begin{equation}
-(-1)^m\sum_jc_j\left(p_j^-+\eta\,p_j^+\right).
\end{equation}
It equals the original if $-(-1)^m\eta=1$ and $-(-1)^m=\eta$. Both conditions say $\eta=-(-1)^m$. Changing the sign of $\eta$ changes the sign of the inverted function. $\square$

\paragraph{Proof of (i).}
Under rotation by $\pi/3$, functions with angular numbers $m$ and $m'$ acquire phases whose ratio is $e^{\pm i(m-m')\pi/3}$. A matrix element of a symmetric operator must be unchanged, so it vanishes unless $m-m'$ is a multiple of six. The $d$ functions have $m'=-2,\dots,2$ and the ring has $m=-2,\dots,3$, so the condition reduces to $m=m'$. Inversion removes the ungerade combinations, because $d$ functions are even. The mirror $\varphi\to-\varphi$ separates cosine from sine forms. $\square$

\paragraph{Proof of (ii).}
The empty ring combinations have $|m|=2$ or $m=3$, each gerade and ungerade. No $d$ function has $m=3$ or odd parity, which leaves the gerade $|m|=2$ pair. The operator $F$ has no elements between different symmetries, so its occupied $a_{1g}$ orbitals contain none of the empty ring $\pi^*$ combinations, whatever the coupling strength. The only ring $\pi$ function of $a_{1g}$ symmetry is the $m=0$ combination, which is already filled. If two filled levels mix, they still span the same two-dimensional space, and each starting function keeps two electrons. $\square$

The electron count follows. The rings supply twelve electrons in $a_{1g}$, $a_{2u}$, $e_{1g}$ and $e_{1u}$ combinations. The metal supplies four in $e_{2g}$ and two in a second $a_{1g}$ orbital. Together they fill nine orbitals with eighteen electrons.

\paragraph{Remark (staggered rings).}
Turning one ring by $\pi/6$ removes the inversion centre but leaves the sixfold rotation. The operation $S_{12}$, a rotation by $\pi/6$ followed by $z\to-z$, replaces inversion. Since $S_{12}^2$ is the sixfold rotation, the two ring combinations of given $m$ have $S_{12}$ eigenvalues of opposite sign, and $d_m$ matches one of them. The $|m|=2$ assignment survives, although its parity label does not. Tilting or sideways displacement of a ring destroys the sixfold rotation, and $d_{z^2}$ may then mix with $\pi^*$.

\section{Overlaps from the geometry}

Symmetry says which overlaps may exist; geometry gives their size. Let $\theta$ be the angle between the $z$ axis and a Cr--C line in the upper ring, with $c=\cos\theta$ and $s=\sin\theta$. Let $S_\sigma$ and $S_\pi$ be the $d$--$p$ overlaps for orbitals pointing along the line and across it, with the positive $p$ lobe along the positive local axis.

\paragraph{Lemma 3.}
The overlaps $s_m$ of the cosine-type $d$ functions with $p_z$ on the carbon at $\varphi=0$ are
\begin{align}
s_0&=\tfrac12c(3c^2-1)S_\sigma+\sqrt3\,s^2c\,S_\pi,\label{szero}\\
s_1&=\sqrt3\,sc^2S_\sigma-s(c^2-s^2)S_\pi,\\
s_2&=s^2c\left(\tfrac{\sqrt3}{2}S_\sigma-S_\pi\right).\label{stwo}
\end{align}
Scale each two-ring combination so that the squares of its twelve coefficients sum to one; the overlap between carbon functions is left out of this scaling. The overlaps with the matching combinations are then $G_0=\sqrt{12}\,s_0$, $G_1=\sqrt6\,s_1$ and $G_2=\sqrt6\,s_2$.

\emph{Proof.} Take local axes $z'=(s,0,c)$ along the line, $x'=(c,0,-s)$ and $y'=y$. Then $z=cz'-sx'$, so $p_z=c\,p_{z'}-s\,p_{x'}$. Write the angular part of each $d$ function as $n^{T}Qn$, where $n$ is a unit vector and
\begin{equation}
\begin{aligned}
Q_0&=\tfrac12\,\mathrm{diag}(-1,-1,2),\\
Q_1&=\tfrac{\sqrt3}{2}(\hat x\hat z^T+\hat z\hat x^T),\\
Q_2&=\tfrac{\sqrt3}{2}\,\mathrm{diag}(1,-1,0).
\end{aligned}
\end{equation}
All three have $\mathrm{Tr}\,Q^2=3/2$ and hence equal norms. In the local frame only $d_{z'^2}$ has a $z'z'$ element, equal to 1, and only $d_{x'z'}$ has an $x'z'$ element, equal to $\sqrt3/2$. Their coefficients are therefore
\begin{equation}
A=z'^TQz',\qquad B=\tfrac{2}{\sqrt3}\,z'^TQx' .
\end{equation}
Insertion gives
\begin{equation}
\begin{array}{lll}
m=0:&A=\frac12(3c^2-1),&B=-\sqrt3\,sc,\\
m=1:&A=\sqrt3\,sc,&B=c^2-s^2,\\
m=2:&A=\frac{\sqrt3}{2}s^2,&B=sc.
\end{array}
\end{equation}
Axial symmetry about the Cr--C line leaves $\langle d_{z'^2}|p_{z'}\rangle=S_\sigma$ and $\langle d_{x'z'}|p_{x'}\rangle=S_\pi$ as the contributing overlaps. Thus $s_m=cAS_\sigma-sBS_\pi$, which gives the three formulas.

At azimuth $\varphi_j$ the cosine-type $d$ function is $\cos m\varphi_j$ times the cosine form measured from that carbon, plus a sine form that is odd in the plane through it. The sine form has no overlap with $p_z$, so the overlap is $s_m\cos m\varphi_j$. For the lower ring, reflection $z\to-z$ multiplies $d$ by $(-1)^m$ and $p_z$ by $-1$; the overlap becomes $\eta s_m\cos m\varphi_j$. The lower-ring coefficient contains another $\eta$, and $\eta^2=1$, so the rings add. With $\Sigma=\sum_j\cos^2m\varphi_j$,
\begin{equation}
G_m=\frac{2\Sigma\,s_m}{\sqrt{2\Sigma}}=\sqrt{2\Sigma}\,s_m .
\end{equation}
Here $\Sigma=6$ for $m=0$ and $\Sigma=3$ for $m=1,2$. $\square$

Equation (\ref{stwo}) shows why the word delta needs an axis. A $p$ orbital has no delta component about its own Cr--C line. The molecular delta interaction is assembled from local sigma and pi overlaps. It vanishes for $s\to0$, where the ring shrinks onto the axis, and for $c\to0$, where the carbon atoms lie in the metal's horizontal plane.

\section{How much charge moves}

\paragraph{Proof of (iii).}
For either $e_{2g}$ partner, the matrix in the basis (metal, ring) is
\begin{equation}
\begin{pmatrix}E_d&H\\H&E_d+\Delta\end{pmatrix},\qquad
\varepsilon_\pm=E_d+\tfrac12(\Delta\pm R),
\end{equation}
where $R=\sqrt{\Delta^2+4H^2}$. The first row of the eigenvalue equation for the lower level gives
\begin{equation}
\frac{u_{\rm ring}}{u_d}=\frac{\varepsilon_--E_d}{H}=\frac{\Delta-R}{2H}.
\end{equation}
Normalization and $4H^2=(R-\Delta)(R+\Delta)$ then give
\begin{equation}
w=\frac{(R-\Delta)^2}{(R-\Delta)^2+4H^2}
=\frac{R-\Delta}{(R-\Delta)+(R+\Delta)}=\frac{R-\Delta}{2R},
\end{equation}
which is (\ref{law}). Two partners with two electrons each transfer $4w$. $\square$

The sum of the four electrons' orbital energies falls by
\begin{equation}
4(E_d-\varepsilon_-)=2(R-\Delta).
\label{lowering}
\end{equation}
This is not a bond energy: it omits the response of the mean field, the electron-repulsion correction to an orbital-energy sum, and the other symmetry channels.

For $\Delta>0$ and $|H|\ll\Delta$, expansion gives $R\simeq\Delta+2H^2/\Delta$, hence $N_\delta\simeq4H^2/\Delta^2$ and a lowering of $4H^2/\Delta$. At $\Delta=0$ and $H\ne0$, two electrons move regardless of the size of $H$. For large negative $\Delta$ the transfer tends to four: the lower orbital is then a ring orbital, and calling its electrons metal electrons has lost its use.

\paragraph{Corollary (donation).}
In the $e_{1g}$ channel the ring partner is the filled one. With $\Delta_\pi=E_{\rm ring}-E_d$ and coupling $H_\pi$, the metal weight of the lower level is $1-w$, so the two-level donation is
\begin{equation}
N_\pi=2\left(1+\frac{\Delta_\pi}{\sqrt{\Delta_\pi^2+4H_\pi^2}}\right).
\end{equation}
It is small if the ring level lies far below the metal level, where $\Delta_\pi$ is large and negative.

\section{The molecule in numbers}

The example uses the PBE functional with density fitting, the def2-SVP basis on chromium, 6-31G on carbon and STO-3G on hydrogen. The rounded distances are $h=0.161$ nm, C--C $=\rho=0.142$ nm and C--H $=0.109$ nm. Populations refer to intrinsic atomic orbitals: a minimal set of atomic functions, adjusted to span the occupied orbitals and then orthonormalized.

\paragraph{Overlaps.}
The Cr--C distance is $\sqrt{0.161^2+0.142^2}=0.2147$ nm, so $c=0.750$ and $s=0.661$. For free-atom minimal functions, $S_\sigma=-0.1156$ and $S_\pi=0.1054$. Equation (\ref{stwo}) gives
\begin{equation}
G_2=\sqrt6\,(0.328)(-0.1001-0.1054)=-0.165 .
\end{equation}
The local sigma and pi parts have the same sign and nearly equal size. In (\ref{szero}) they oppose each other, $s_0=-0.030+0.060$, and $G_0=0.104$. The remaining value is $G_1=-0.204$. Including the overlap between carbon functions in the norm would scale the three values by different factors, so their order is not a ranking of interaction strengths. Direct overlap integrals over the whole molecule were tested against these formulas, including the symmetry zeros, and agree within $10^{-8}$.

\paragraph{Ring levels.}
The four ring levels are $-9.06$, $-6.06$, $-0.31$ and $3.66$ eV. Inverting (\ref{ring}) gives
\begin{equation}
a_1=\frac{e_0+e_1-e_2-e_3}{6}=-3.08\ {\rm eV},
\end{equation}
and similarly $a_2=0.16$ eV and $a_3=-0.20$ eV. The integration grid is not exactly sixfold symmetric, and the cyclic formula was tested against diagonalization of the ring block only to within $0.08$ eV, so the second decimals may not be reliable. The nearest-neighbour coupling dominates, and the large gap separates $m=\pm1$ from $m=\pm2$.

\paragraph{Back-donation.}
The delta channel has $\Delta=1.032$ eV and $|H|=2.522$ eV. Therefore
\begin{align}
R&=\sqrt{1.032^2+4(2.522)^2}=5.15\ {\rm eV},\\
N_\delta&=2\left(1-\frac{1.032}{5.15}\right)=1.60 .
\end{align}
The full calculation puts $1.63$ electrons into the $e_{2g}$ $\pi^*$ pair, while $d_{xy},d_{x^2-y^2}$ lose $4-2.36=1.64$. The $\sigma$ frame and other omitted mixings thus change the two-level result by $0.03$ electron. The weak-coupling formula would give $4(2.522/1.032)^2\simeq24$ electrons, six times the number available; this bond is far outside its range.

Three results identify the source. The frontier $e_{2g}$ orbitals carry $1.62$ of the $1.63$ electrons. The ungerade $\pi^*$ pair, with the same ring parentage but no $d$ partner, holds $0.004$. If the elements between $d_\delta$ and $e_{2g}$ $\pi^*$ are deleted, with all other elements of $F$ held fixed, the $\pi^*$ population falls to $0.001$ and the orbital-energy sum rises by $8.30$ eV. Equation (\ref{lowering}) gives $8.23$ eV.

\paragraph{The $a_{1g}$ pair.}
This orbital lies at $-2.31$ eV, above the $e_{2g}$ pair at $-3.66$ eV. It has $90\%$ $d_{z^2}$ weight and $0.5\%$ ring $p_z$ weight. The highest occupied orbital is therefore not the one that back-donates into $\pi^*$. The total $d_{z^2}$ population is $1.89$ rather than two; mixing with functions outside the $d$--$\pi$ model, such as Cr $4s$ and the $a_{1g}$ combinations of the ring $\sigma$ frame, is allowed by symmetry. The shares of these two channels were not resolved.

\paragraph{Donation and net charge.}
For $e_{1g}$, $\Delta_\pi=-3.214$ eV and $|H_\pi|=2.822$ eV give $N_\pi=1.01$. The full $d_{xz},d_{yz}$ population is $0.99$, but the ring $\pi$ pair loses only $4-3.20=0.80$. The remaining $0.19$ comes from ring functions outside the $p_z$ set, so the close agreement in the metal population does not validate the two-level picture for this channel. The same leakage contributes to the combined population of the ring $p_z$, Cr $3d$ and Cr $4s$ functions, which is $18.26$ instead of 18.

Relative to the reference, the valence part of the metal charge is
\begin{equation}
1.644-0.986+(2-1.891)-0.297=0.470,
\end{equation}
where the last term is the $4s$ population. Inner $s$ and $p$ functions account for the other $0.02$ of the total $0.49$. Large opposite flows leave a small charge. The minimal set has no Cr $4p$ function, so donation into $4p$ cannot appear as a separate metal population.

\section{Reach of the result}

Bis(benzene)chromium serves as a vapour source for chromium-containing films. The distances used here are roughly those of the real molecule. At an assumed source temperature of 450 K, $k_BT=0.039$ eV, against a PBE orbital gap of $1.90$ eV. That gap is not an excitation energy, but the ratio of about 49 gives no sign of thermal electronic promotion in this model. Real molecules vibrate, and their C--H bonds may bend out of the ring planes; neither effect was calculated. Equation (\ref{law}) gives a scale for such changes. Reducing $|H|$ by $10\%$ at fixed $\Delta$ lowers $N_\delta$ by $0.04$, whereas raising $\Delta$ by 1 eV at fixed $H$ lowers it by $0.35$. These two changes are of unequal size. Since $N_\delta$ depends only on $\Delta/|H|$, equal small fractional increases of $\Delta$ and $|H|$ shift it by equal and opposite amounts. For equal small changes in eV, the separation matters more here, by the factor $|H|/\Delta\simeq2.4$.

How much the amounts depend on the functional is not settled here. The output includes a single PBE0 step from the PBE density, but that step is not self-consistent, and its exact exchange is fitted with an auxiliary basis designed for the Coulomb term alone. Its values are therefore neither a prediction nor an error bound. Relativity, geometry relaxation and correlation beyond the functional are also left out. All molecular values come from one small basis whose convergence was not tested. The digits given for populations, levels, $\Delta$ and $|H|$ serve to follow the arithmetic and do not state an accuracy. Another population definition would change the amounts, while the selection rule would stand as long as its atomic functions respect the symmetry.

Electrons are indistinguishable, so ``the four delta electrons'' names a symmetry block of the one-electron density, not four labelled particles. Removing one electron from the $a_{1g}$ orbital with all orbitals frozen leaves that block, and hence $N_\delta$, unchanged. Orbital relaxation in the cation could alter the amount. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Cr to ring-centre distance: 0.161 nm
C-C distance (ring radius): 0.142 nm
C-H distance: 0.109 nm
Cr-C distance: 0.2147 nm
Polar angle of carbon: 41.41 degrees
Two-centre overlap S_sigma: -0.1156
Two-centre overlap S_pi: 0.1054
Group overlap G0: 0.1044
Group overlap G1: -0.2038
Group overlap G2: -0.1652
Largest overlap formula error x 1e10: 0.000
Electrons integrated on the grid: 108.000 electrons
PBE ring pi level m=0: -9.056 eV
PBE ring pi level m=1: -6.060 eV
PBE ring pi level m=2: -0.305 eV
PBE ring pi level m=3: 3.659 eV
PBE a1g frontier level: -2.313 eV
PBE e2g frontier level, mean: -3.661 eV
PBE HOMO-LUMO gap: 1.901 eV
dz2 weight in a1g frontier orbital: 0.903
Ring p_z weight in a1g frontier orbital: 0.005
d-delta weight per e2g orbital: 0.559
Ring pi* weight per e2g orbital: 0.405
Population d(xy,x2-y2): 2.356 electrons
Population d(xz,yz): 0.986 electrons
Population dz2: 1.891 electrons
Population Cr 4s: 0.297 electrons
IAO charge of Cr: 0.492 e
Population of ring pi + Cr 3d + 4s: 18.263 electrons
Filled-parent ring pi e1g population: 3.202 electrons
Filled-parent ring pi e1u population: 4.000 electrons
Loss from d-delta, 4-P: 1.644 electrons
Gain of ring pi* e2g: 1.631 electrons
Control: gain of ring pi* e2u: 0.004 electrons
Part of pi* e2g gain in frontier e2g: 1.619 electrons
Delta-channel separation: 1.032 eV
Delta-channel coupling magnitude: 2.522 eV
Two-level back-donation 4w: 1.599 electrons
Sigma-frame effect, full minus two-level: 0.032 electrons
Two-level orbital-energy lowering: 8.231 eV
Pi-channel separation, ring minus d: -3.214 eV
Pi-channel coupling magnitude: 2.822 eV
Two-level donation into d(xz,yz): 1.010 electrons
pi* e2g population after deletion: 0.001 electrons
Orbital-energy rise after deletion: 8.299 eV
One-step PBE0 gain of ring pi* e2g: 1.695 electrons
One-step PBE0 loss from d-delta: 1.709 electrons
One-step PBE0 minus PBE pi* gain: 0.064 electrons
Thermal energy at 450 K: 0.0388 eV
\end{verbatim}
